# Six cation s orbitals around an oxygen vacancy in a rocksalt oxide: verification in Python

```python
"""Six cation s orbitals around an oxygen vacancy in a rocksalt oxide.

Result under test: with site energy eps, matrix element -t between adjacent
cations (12 pairs) and -tp between opposite cations (3 pairs), the levels are
  A1g (once)        eps - 4 t - tp
  T1u (three times) eps + tp
  Eg  (twice)       eps + 2 t - tp
They are distinct unless t = 0, tp = t or tp = -2 t.
Positions are in units of half the lattice constant a, vacancy at the origin.
Energies are in eV and lengths in nm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh

shell = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                  [0, -1, 0], [0, 0, 1], [0, 0, -1]])
dist2 = ((shell[:, None, :] - shell[None, :, :]) ** 2).sum(axis=2)
adjacent = (dist2 == 2).astype(float)
opposite = (dist2 == 4).astype(float)
identity = np.eye(6)
assert adjacent.sum() / 2 == 12 and opposite.sum() / 2 == 3


def cluster(eps, t, tp):
    """Hamiltonian built from the distances between the cations."""
    return eps * identity - t * adjacent - tp * opposite


def formula(eps, t, tp):
    """Derived levels in the order A1g, T1u, Eg."""
    return eps - 4 * t - tp, eps + tp, eps + 2 * t - tp


def degeneracies(t, tp):
    """Multiplicities of the numerical levels, from the lowest upwards."""
    energies = np.linalg.eigvalsh(cluster(0.0, t, tp))
    groups = np.split(energies, np.where(np.diff(energies) > 1e-9)[0] + 1)
    return [len(group) for group in groups]


# Numerical diagonalization against the derived levels, both signs of hopping
rng = np.random.default_rng(7)
for _ in range(200):
    eps_r, t_r, tp_r = rng.uniform(-2, 2, 3)
    single, triple, double = formula(eps_r, t_r, tp_r)
    expected = np.sort([single] + [triple] * 3 + [double] * 2)
    found = np.linalg.eigvalsh(cluster(eps_r, t_r, tp_r))
    assert np.allclose(found, expected, atol=1e-11)

# Symbolic characteristic polynomial and traces
E, e0, ts, tps = sp.symbols("E e0 t tp")
H_sym = sp.Matrix(6, 6, lambda i, j: e0 if i == j else
                  (-ts if dist2[i, j] == 2 else -tps))
poly = H_sym.charpoly(E).as_expr()
single, triple, double = formula(e0, ts, tps)
assert sp.expand(poly - (E - single) * (E - triple)**3 * (E - double)**2) == 0
assert sp.expand(H_sym.trace() - 6 * e0) == 0
assert sp.expand((H_sym * H_sym).trace()
                 - (6 * e0**2 + 24 * ts**2 + 6 * tps**2)) == 0

# Level order and the accidental degeneracies
assert degeneracies(0.5, 0.2) == [1, 3, 2]
assert degeneracies(0.5, 0.8) == [1, 2, 3]
assert degeneracies(0.5, 0.5) == [1, 5]
assert degeneracies(0.0, 0.5) == [3, 3]
assert degeneracies(0.5, -1.0) == [4, 2]

# Worked example: rough values in the regime of MgO
a, t, tp = 0.42, 0.5, 0.2
eps_r = 3.0
H = cluster(0.0, t, tp)
energy, vec = np.linalg.eigh(H)
E_A, E_T, E_E = energy[0], energy[1:4].mean(), energy[4:].mean()
gap = E_T - E_A
assert np.isclose(gap, 4 * t + 2 * tp)

# Sums and differences on each axis separate the matrix into blocks
root = 1 / np.sqrt(2)
sums = np.zeros((6, 3))
diffs = np.zeros((6, 3))
for axis in range(3):
    sums[2 * axis:2 * axis + 2, axis] = root, root
    diffs[2 * axis:2 * axis + 2, axis] = root, -root
sum_block = sums.T @ H @ sums
assert np.allclose(sums.T @ H @ diffs, 0)
assert np.allclose(diffs.T @ H @ diffs, tp * np.eye(3))
assert np.allclose(sum_block, -tp * np.eye(3) - 2 * t * (1 - np.eye(3)))

# Numerical eigenspaces against the symmetry combinations
P_T = vec[:, 1:4] @ vec[:, 1:4].T
P_E = vec[:, 4:] @ vec[:, 4:].T
assert np.allclose(P_T, (identity - opposite) / 2)
assert np.allclose(P_E, (identity + opposite) / 2 - np.ones((6, 6)) / 6)

# Site-centred dipole strength from A1g
x_on_A = (a / 2) * shell[:, 0] * vec[:, 0]
strength_T = x_on_A @ P_T @ x_on_A
strength_E = x_on_A @ P_E @ x_on_A
assert np.isclose(strength_T, a**2 / 12) and abs(strength_E) < 1e-14
wavelength = const.h * const.c / (gap * const.e) * 1e9

# Host s band with adjacent hopping only: edge and effective mass
grid = np.array([[i, j, k] for i in (-1, 0, 1) for j in (-1, 0, 1)
                 for k in (-1, 0, 1) if i * i + j * j + k * k == 2])
assert len(grid) == 12


def band(k):
    return -t * np.cos(grid @ k * a / 2).sum()


edge = band(np.zeros(3))
assert np.isclose(edge, -12 * t)
hbar2_over_me = const.hbar**2 / (const.m_e * const.e) * 1e18
mass = hbar2_over_me / (2 * t * a**2)
for direction in ([1, 0, 0], [1, 1, 1]):
    step = 0.02 * np.array(direction) / np.linalg.norm(direction)
    curvature = (band(step) + band(-step) - 2 * edge) / 0.02**2
    assert np.isclose(hbar2_over_me / curvature, mass, rtol=1e-4)

# Six cations embedded in a finite sphere of host cations
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm


def embedded(radius, charge):
    """Lowest level, lowest T1u level, weight on the six cations, size."""
    line = np.arange(-radius, radius + 1)
    pts = np.array(np.meshgrid(line, line, line)).reshape(3, -1).T
    r2 = (pts**2).sum(axis=1)
    keep = (pts.sum(axis=1) % 2 == 1) & (r2 <= radius**2)
    pts, r2 = pts[keep].astype(float), r2[keep]
    d2 = np.rint(r2[:, None] + r2[None, :] - 2 * pts @ pts.T)
    big = -t * (d2 == 2)
    first = np.where(r2 == 1)[0]
    inner = np.ix_(first, first)
    big[inner] -= tp * (d2[inner] == 4)
    distance = np.sqrt(r2) * a / 2
    big[np.diag_indices(len(pts))] = -charge * coulomb / (eps_r * distance)
    levels, states = eigh(big, subset_by_index=[0, 11])
    part = states[first]
    inversion = (d2[inner] == 4).astype(float)
    odd_part = (part - inversion @ part) / 2
    odd_weight = (odd_part**2).sum(axis=0)
    lowest_odd = np.where(odd_weight > 1e-6)[0][0]
    return levels[0], levels[lowest_odd], (part[:, 0]**2).sum(), len(pts)


bare_level, _, _, n_bare = embedded(8, 0)
small_A, small_T, _, n_small = embedded(8, 2)
emb_A, emb_T, emb_weight, n_big = embedded(10, 2)
assert bare_level > edge           # no level below the edge without attraction
assert emb_A < edge                # the attraction pulls A1g below the edge
assert abs(emb_A - small_A) < 0.01
assert abs(emb_T - small_T) < 0.1  # wider state, slower convergence with size
shell_potential = -2 * coulomb / (eps_r * a / 2)

# Direct repulsion of two electrons in A1g
U_site = 3.0
separation = np.sqrt(dist2) * a / 2
repulsion = np.where(dist2 == 0, U_site,
                     coulomb / (eps_r * np.where(dist2 == 0, 1, separation)))
density = vec[:, 0]**2
J = density @ repulsion @ density
V_adj, V_opp = coulomb * np.sqrt(2) / (eps_r * a), coulomb / (eps_r * a)
assert np.isclose(J, U_site / 6 + 4 * V_adj / 6 + V_opp / 6)

# Overlap of neighbouring orbitals
s, sp_ = 0.10, 0.04
overlap = identity + s * adjacent + sp_ * opposite
E_over = eigh(H, overlap, eigvals_only=True)
over_A = (-4 * t - tp) / (1 + 4 * s + sp_)
over_T = tp / (1 - sp_)
over_E = (2 * t - tp) / (1 - 2 * s + sp_)
assert np.allclose(E_over, np.sort([over_A] + [over_T] * 3 + [over_E] * 2))

# Outward breathing with hopping proportional to 1/distance^2
stretch = 1.05
relaxed = np.linalg.eigvalsh(cluster(0.0, t / stretch**2, tp / stretch**2))
relaxed_gap = relaxed[1] - relaxed[0]
assert np.isclose(relaxed[1], relaxed[3]) and np.isclose(relaxed[4], relaxed[5])

# Random spread of the hoppings
spread, samples = 0.10, 4000
noise = np.triu(rng.normal(0, spread, (samples, 6, 6)), 1)
noise = noise + np.swapaxes(noise, 1, 2)
disordered = np.linalg.eigvalsh(H * (1 + noise))
width_T = disordered[:, 3] - disordered[:, 1]
width_E = disordered[:, 5] - disordered[:, 4]
assert width_T.min() > 1e-6

kT = const.k * 300 / const.e

print(f"lattice constant a = {a:.2f} nm")
print(f"adjacent distance = {a / np.sqrt(2):.3f} nm")
print(f"opposite distance = {a:.3f} nm")
print(f"adjacent hopping t = {t:.2f} eV, opposite hopping t' = {tp:.2f} eV")
print(f"sum block: diagonal = {sum_block[0, 0]:.2f} eV, "
      f"off-diagonal = {sum_block[0, 1]:.2f} eV")
print(f"A1g level (once) = {E_A:.2f} eV")
print(f"T1u level (three times) = {E_T:.2f} eV")
print(f"Eg level (twice) = {E_E:.2f} eV")
print(f"trace of H = {abs(np.trace(H)):.2f} eV")
print(f"trace of H^2 = {np.trace(H @ H):.2f} eV^2")
print(f"gap A1g to T1u = {gap:.2f} eV = {gap * const.e * 1e19:.2f} e-19 J")
print(f"wavelength of the gap = {wavelength:.0f} nm")
print(f"dipole length A1g to T1u = {np.sqrt(strength_T):.3f} nm")
print("degeneracies upwards, t = 0.5 eV:")
for trial in (0.2, 0.5, 0.8, -1.0):
    print(f"  t' = {trial:.1f} eV: {degeneracies(0.5, trial)}")
print(f"degeneracies upwards, t = 0, t' = 0.5 eV: {degeneracies(0.0, 0.5)}")
print(f"host band edge = {edge:.2f} eV")
print(f"host band mass = {mass:.2f} electron masses")
print(f"isolated A1g minus band edge = {E_A - edge:.2f} eV")
print(f"dielectric constant = {eps_r:.1f}")
print(f"attraction at the six cations = {shell_potential:.2f} eV")
print(f"no attraction, {n_bare} cations: lowest level minus edge = "
      f"{bare_level - edge:.2f} eV")
print(f"with attraction, {n_big} cations: A1g minus edge = "
      f"{emb_A - edge:.2f} eV")
print(f"with attraction: lowest T1u minus edge = {emb_T - edge:.2f} eV")
print(f"with attraction: A1g to T1u = {emb_T - emb_A:.2f} eV")
print(f"with attraction: A1g weight on six cations = {emb_weight:.2f}")
print(f"change from {n_small} to {n_big} cations: A1g {emb_A - small_A:.4f} eV, "
      f"T1u {emb_T - small_T:.4f} eV")
print(f"on-site repulsion (screened) = {U_site:.1f} eV")
print(f"repulsion of two A1g electrons = {J:.2f} eV")
print(f"repulsion / gap = {J / gap:.2f}")
print(f"overlaps: adjacent = {s:.2f}, opposite = {sp_:.2f}")
print(f"levels with overlap: A1g {E_over[0]:.2f}, T1u {E_over[1]:.2f}, "
      f"Eg {E_over[4]:.2f} eV")
print(f"gap with overlap = {E_over[1] - E_over[0]:.2f} eV")
print(f"gap after {100 * (stretch - 1):.0f}% outward breathing = "
      f"{relaxed_gap:.2f} eV")
print(f"hopping spread = {100 * spread:.0f}% (standard deviation)")
print(f"mean splitting of T1u = {width_T.mean():.2f} eV")
print(f"mean splitting of Eg = {width_E.mean():.2f} eV")
print(f"kT at 300 K = {kT:.4f} eV, gap / kT = {gap / kT:.0f}")
print("all assertions hold")
```

It prints:

```
lattice constant a = 0.42 nm
adjacent distance = 0.297 nm
opposite distance = 0.420 nm
adjacent hopping t = 0.50 eV, opposite hopping t' = 0.20 eV
sum block: diagonal = -0.20 eV, off-diagonal = -1.00 eV
A1g level (once) = -2.20 eV
T1u level (three times) = 0.20 eV
Eg level (twice) = 0.80 eV
trace of H = 0.00 eV
trace of H^2 = 6.24 eV^2
gap A1g to T1u = 2.40 eV = 3.85 e-19 J
wavelength of the gap = 517 nm
dipole length A1g to T1u = 0.121 nm
degeneracies upwards, t = 0.5 eV:
  t' = 0.2 eV: [1, 3, 2]
  t' = 0.5 eV: [1, 5]
  t' = 0.8 eV: [1, 2, 3]
  t' = -1.0 eV: [4, 2]
degeneracies upwards, t = 0, t' = 0.5 eV: [3, 3]
host band edge = -6.00 eV
host band mass = 0.43 electron masses
isolated A1g minus band edge = 3.80 eV
dielectric constant = 3.0
attraction at the six cations = -4.57 eV
no attraction, 1048 cations: lowest level minus edge = 0.27 eV
with attraction, 2046 cations: A1g minus edge = -2.20 eV
with attraction: lowest T1u minus edge = -0.71 eV
with attraction: A1g to T1u = 1.49 eV
with attraction: A1g weight on six cations = 0.59
change from 1048 to 2046 cations: A1g -0.0001 eV, T1u -0.0192 eV
on-site repulsion (screened) = 3.0 eV
repulsion of two A1g electrons = 1.77 eV
repulsion / gap = 0.74
overlaps: adjacent = 0.10, opposite = 0.04
levels with overlap: A1g -1.53, T1u 0.21, Eg 0.95 eV
gap with overlap = 1.74 eV
gap after 5% outward breathing = 2.18 eV
hopping spread = 10% (standard deviation)
mean splitting of T1u = 0.16 eV
mean splitting of Eg = 0.10 eV
kT at 300 K = 0.0259 eV, gap / kT = 93
all assertions hold
```
